\section*{Allen's relation for electron-phonon energy relaxation in hot metals}

\section{The form of the relaxation rate}

Let the electrons of a metal be hotter than its lattice. At lowest order in the electron-phonon interaction, the relaxation rate is proportional to the dimensionless coupling constant $\lambda$. The Fermi energy drops out if it is far above the thermal and phonon energies, with the density of states and the coupling nearly constant close to the Fermi level. For phonons of one frequency $\omega$ and a small temperature difference, the remaining quantities are $\hbar$ and the thermal energy $k_BT$, so
\begin{equation}
\gamma=\lambda\,\omega\,\Phi\!\left(\frac{\hbar\omega}{k_BT}\right).
\label{dim}
\end{equation}
The high-temperature limit of $\Phi$ follows, up to a number, from a random walk in energy. When $k_BT\gg\hbar\omega$ the phonon occupation is about $k_BT/\hbar\omega$, and an electron absorbs or emits phonons at a rate of order $\lambda k_BT/\hbar$. Each event moves it by $\pm\hbar\omega$. The diffusion constant in energy is therefore of order $(\hbar\omega)^2\lambda k_BT/\hbar$. Relaxation requires diffusion over the thermal width $k_BT$, so
\begin{equation}
\gamma\sim\frac{\hbar\omega^2\lambda k_BT}{(k_BT)^2}=\frac{\hbar\lambda\omega^2}{k_BT}.
\label{walk}
\end{equation}
Thus $\Phi(y)\propto y$ for small $y$. For a spectrum of phonons, $\lambda\omega^2$ becomes a moment $\lambda\langle\omega^2\rangle$. The numerical factor depends on the shape of the electron distribution and needs the collision integral.

\section{Energy exchange between thermal electrons and phonons}

Energies $\varepsilon$ are measured from the chemical potential. Let $N_c$ be the number of cells and $M_{kk'}/\sqrt{N_c}$ the matrix element for scattering between electron states $k'$ and $k$ with a phonon of frequency $\omega_q$. For $\varepsilon_k=\varepsilon_{k'}+\hbar\omega_q$, absorption takes $k'$ to $k$ and emission takes $k$ to $k'$. With a factor 2 for spin, the golden rule gives the power entering the electrons, per cell,
\begin{align}
P={}&\frac{4\pi}{\hbar N_c^2}\sum_{kk'}|M_{kk'}|^2\hbar\omega_q\,
\delta(\varepsilon_k-\varepsilon_{k'}-\hbar\omega_q)\nonumber\\
&\times\left[n_Lf_{k'}(1-f_k)-(n_L+1)f_k(1-f_{k'})\right].
\label{golden}
\end{align}
Here $n_L$ is the Bose function at the phonon temperature $T_L$.

Assume that electron-electron collisions keep $f$ a Fermi function at temperature $T_e$. Since $f/(1-f)=e^{-\varepsilon/k_BT_e}$,
\begin{equation}
f_{k'}(1-f_k)=e^{\hbar\omega_q/k_BT_e}f_k(1-f_{k'}).
\end{equation}
Subtracting $f_k(1-f_{k'})$ from both sides leaves $f_{k'}-f_k$ on the left, so
\begin{equation}
f_k(1-f_{k'})=(f_{k'}-f_k)\,n_e,\qquad
n_e=\frac{1}{e^{\hbar\omega_q/k_BT_e}-1}.
\label{identity}
\end{equation}
The bracket in \eqref{golden} is $n_L(f_{k'}-f_k)-f_k(1-f_{k'})$, because the products $n_Lf_kf_{k'}$ cancel. By \eqref{identity} it equals $(f_{k'}-f_k)(n_L-n_e)$, which vanishes at equal temperatures.

Let $N_F$ be the density of states at the Fermi level per spin and cell. The coupling spectrum is
\begin{equation}
\alpha^2F(\Omega)=\frac{1}{\hbar N_FN_c^2}\sum_{kk'}|M_{kk'}|^2
\delta(\varepsilon_k)\delta(\varepsilon_{k'})\delta(\Omega-\omega_q),
\label{a2f}
\end{equation}
and its moments are
\begin{equation}
\lambda=2\int_0^\infty\!\frac{d\Omega}{\Omega}\,\alpha^2F,\qquad
\lambda\langle\omega^n\rangle=2\int_0^\infty\! d\Omega\,\Omega^{n-1}\alpha^2F .
\label{moments}
\end{equation}
Assume that the density of states and the coupling vary little over the thermal width and over a phonon energy. The sum in \eqref{a2f} then keeps its value when the two electron energies are moved slightly off the Fermi level, and \eqref{golden} becomes
\begin{equation}
P=4\pi N_F\!\int_0^\infty\! d\Omega\,\alpha^2F\,\hbar\Omega\,(n_L-n_e)
\!\int_{-\infty}^{\infty}\! d\varepsilon\,[f(\varepsilon)-f(\varepsilon+\hbar\Omega)].
\end{equation}
The inner integral is
\begin{equation}
\int_0^{\hbar\Omega}\! ds\int_{-\infty}^{\infty}\! d\varepsilon\,
[-f'(\varepsilon+s)]=\int_0^{\hbar\Omega}\! ds=\hbar\Omega ,
\end{equation}
whatever the electron temperature. Hence
\begin{equation}
P=4\pi N_F\hbar^2\int_0^\infty d\Omega\,\alpha^2F(\Omega)\,\Omega^2(n_L-n_e).
\label{power}
\end{equation}

\section{The high-temperature law}

For $y=\hbar\Omega/k_BT\ll1$, division of the series gives
\begin{equation}
\frac{1}{e^y-1}=\frac1y\,\frac{1}{1+y/2+y^2/6+\dots}
=\frac1y-\frac12+\frac{y}{12}+\dots
\end{equation}
The constant $-1/2$ cancels between lattice and electrons:
\begin{align}
n_L-n_e&=\frac{k_B(T_L-T_e)}{\hbar\Omega}
+\frac{\hbar\Omega}{12k_B}\left(\frac1{T_L}-\frac1{T_e}\right)+\dots\nonumber\\
&=\frac{k_B(T_L-T_e)}{\hbar\Omega}
\left[1-\frac{(\hbar\Omega)^2}{12k_B^2T_LT_e}+\dots\right].
\label{bose}
\end{align}
Inserting this in \eqref{power} and using $\int d\Omega\,\Omega\,\alpha^2F=\lambda\langle\omega^2\rangle/2$ gives
\begin{align}
P&=-G(T_e-T_L)\left[1-\frac{\hbar^2\langle\omega^4\rangle}
{12k_B^2T_LT_e\langle\omega^2\rangle}+\dots\right],\label{corrected}\\
G&=2\pi\hbar k_BN_F\lambda\langle\omega^2\rangle .
\label{G}
\end{align}
The leading law is linear in $T_e-T_L$ even when the difference is large, provided both temperatures are high.

The electron heat capacity per cell follows from $\partial f/\partial T_e=(\varepsilon/T_e)(-\partial f/\partial\varepsilon)$. With $x=\varepsilon/k_BT_e$ and $w(x)=e^x/(e^x+1)^2$,
\begin{equation}
C_e=2N_F\int d\varepsilon\,\varepsilon\frac{\partial f}{\partial T_e}
=2N_Fk_B^2T_e\int_{-\infty}^{\infty}dx\,x^2w .
\end{equation}
Since $w$ is even and $w=-\frac{d}{dx}(e^x+1)^{-1}$, integration by parts gives
\begin{equation}
\int_{-\infty}^{\infty}\!x^2w\,dx=4\int_0^\infty\!\frac{x\,dx}{e^x+1}
=4\sum_{n=1}^{\infty}\frac{(-1)^{n+1}}{n^2}=\frac{\pi^2}{3}.
\label{second}
\end{equation}
Thus $C_e=(2\pi^2/3)N_Fk_B^2T_e$. For a lattice held at $T_L$, $C_e\,dT_e/dt=P$, and $N_F$ cancels:
\begin{equation}
\frac{dT_e}{dt}=-\gamma_T(T_e-T_L),\qquad
\gamma_T=\frac{G}{C_e}=\frac{3\hbar\lambda\langle\omega^2\rangle}{\pi k_BT_e}.
\label{allen}
\end{equation}
This is Allen's relation. It supplies the factor $3/\pi$ missing from \eqref{walk}.

\subsection{Large differences and a finite lattice}

The rate in \eqref{allen} is that of the electron temperature. The excess electron energy is $C_e(T_e^2-T_L^2)/(2T_e)$, because $C_e/T_e$ is constant. Dividing $G(T_e-T_L)$ by it gives the instantaneous energy rate
\begin{equation}
\gamma_E=\frac{2K}{T_e+T_L},\qquad
K=\gamma_TT_e=\frac{3\hbar\lambda\langle\omega^2\rangle}{\pi k_B}.
\label{energyrate}
\end{equation}
The two rates agree for $T_e\to T_L$. For cooling from $T_0$ at fixed $T_L$, write $T/(T-T_L)=1+T_L/(T-T_L)$ and integrate $K\,dt=-T\,dT/(T-T_L)$:
\begin{equation}
Kt=T_0-T_e+T_L\ln\frac{T_0-T_L}{T_e-T_L}.
\label{cooling}
\end{equation}
If the lattice has a finite heat capacity $C_L$ per cell, then $C_L\,dT_L/dt=G(T_e-T_L)$. Subtraction shows that a small temperature difference decays at the rate $G(1/C_e+1/C_L)$.

\subsection{Failure at low temperature}

When $k_BT$ is not large compared with the phonon energies, \eqref{power} must be kept whole. Take a Debye-like spectrum $\alpha^2F=\lambda(\Omega/\Omega_D)^2$ up to $\Omega_D$. At temperatures far below $\hbar\Omega_D/k_B$ the upper limit may be sent to infinity, and $\int_0^\infty y^4dy/(e^y-1)=24\zeta(5)$ gives
\begin{equation}
P=-\frac{96\pi\zeta(5)N_F\lambda k_B^5}{\hbar^3\Omega_D^2}\,(T_e^5-T_L^5).
\label{low}
\end{equation}
High-frequency phonons are then frozen out, and $\lambda\langle\omega^2\rangle$ no longer sets the exchange.

\section{Linearised collisions without thermalisation}

Equation \eqref{allen} used a Fermi function at all times. Now remove electron-electron collisions, hold the phonons at $T$, and let $f$ depend on energy alone. The net upward flow through energy $\varepsilon$, per unit density of states, is
\begin{align}
J(\varepsilon)={}&2\pi\int_0^\infty d\Omega\,\alpha^2F
\int_{\varepsilon-\hbar\Omega}^{\varepsilon}d\varepsilon'
\{n_Lf(\varepsilon')[1-f(\varepsilon'+\hbar\Omega)]\nonumber\\
&-(n_L+1)f(\varepsilon'+\hbar\Omega)[1-f(\varepsilon')]\},
\label{flow}
\end{align}
since a jump crosses $\varepsilon$ if it starts within $\hbar\Omega$ below it. The braces equal
\begin{equation}
n_L[f(\varepsilon')-f(\varepsilon'+\hbar\Omega)]
-f(\varepsilon'+\hbar\Omega)[1-f(\varepsilon')].
\end{equation}
For small jumps, $n_L\simeq k_BT/\hbar\Omega$ and the first difference is $-\hbar\Omega\,\partial_\varepsilon f$. The braces tend to $-k_BT\partial_\varepsilon f-f(1-f)$, and the inner integral multiplies this by $\hbar\Omega$. With $\partial_tf=-\partial_\varepsilon J$,
\begin{equation}
\partial_tf=\pi\hbar\lambda\langle\omega^2\rangle\,
\partial_\varepsilon\left[f(1-f)+k_BT\,\partial_\varepsilon f\right].
\label{fp}
\end{equation}
The first term is the energy loss by spontaneous emission, limited by Pauli blocking. The second is diffusion driven by thermal phonons.

Put $x=\varepsilon/k_BT$ and $f=1/(e^{x-\varphi}+1)$. Then $\partial_xf=-f(1-f)(1-\partial_x\varphi)$, and the bracket in \eqref{fp} is $f(1-f)\partial_x\varphi$. To first order in $\varphi$, $f=f_0+w\varphi$ with $w=f_0(1-f_0)=\frac14\operatorname{sech}^2(x/2)$, so
\begin{equation}
w\,\partial_t\varphi=A\,\partial_x(w\,\partial_x\varphi),\qquad
A=\frac{\pi\hbar\lambda\langle\omega^2\rangle}{k_BT}.
\label{linear}
\end{equation}
A small temperature rise $\delta T$ is $\varphi=x\,\delta T/T$. The excess energy is proportional to $\int xw\varphi\,dx$, whose time derivative is $-A\int w\,\partial_x\varphi\,dx$ after integration by parts. With $\int w\,dx=1$ and \eqref{second}, the initial rate is
\begin{equation}
\frac{A}{\pi^2/3}=\frac{3A}{\pi^2}=\gamma_T .
\label{initial}
\end{equation}
Yet \eqref{linear} gives $\partial_t\varphi=-A\tanh(x/2)$ for $\varphi=x$. This is not proportional to $x$, so the distribution does not remain thermal.

\subsection{Solution for the energy decay}

Let $g=\sqrt w=\frac12\operatorname{sech}(x/2)$, $W=\frac12\tanh(x/2)$ and $u=g\varphi$. Since $g'=-Wg$, the operator $D=\partial_x+W$ gives $Du=g\,\partial_x\varphi$. Dividing \eqref{linear} by $g$ then yields
\begin{equation}
\partial_tu=\frac{A}{g}\,\partial_x(g\,Du)=-A\,D^\dagger Du,\qquad
D^\dagger=-\partial_x+W .
\end{equation}
With $W'=\frac14\operatorname{sech}^2(x/2)$ and $W^2=\frac14-W'$,
\begin{align}
D^\dagger D&=-\partial_x^2+W^2-W'=-\partial_x^2+\tfrac14
-\tfrac12\operatorname{sech}^2(x/2),\\
DD^\dagger&=-\partial_x^2+W^2+W'=-\partial_x^2+\tfrac14 .
\label{free}
\end{align}
The two operators share their nonzero spectrum, which is a continuum starting at $1/4$. The zero mode $Du=0$ is $u\propto g$, a shift of the chemical potential, protected by particle number.

Let $s=At$ and $u_0=xg$, so that $Du_0=g$. The energy is proportional to $C(s)=\langle u_0|e^{-sD^\dagger D}|u_0\rangle$. From $De^{-sD^\dagger D}=e^{-sDD^\dagger}D$,
\begin{equation}
\frac{dC}{ds}=-\langle g|e^{-sDD^\dagger}|g\rangle
=-\frac{\pi}{2}\int_{-\infty}^{\infty}dq\,
\operatorname{sech}^2(\pi q)\,e^{-(q^2+1/4)s},
\end{equation}
where the Fourier transform of $g$ is $\pi\operatorname{sech}(\pi q)$. Because $u_0$ is odd and the zero mode even, $C(\infty)=0$. Integrating from $s$ to infinity and dividing by $C(0)=\pi^2/3$,
\begin{equation}
\frac{E(s)}{E(0)}=\frac{3}{2\pi}\int_{-\infty}^{\infty}dq\,
\frac{\operatorname{sech}^2(\pi q)}{q^2+1/4}\,e^{-(q^2+1/4)s}.
\label{decay}
\end{equation}
At late times small $q$ dominates, and the Gaussian integral gives
\begin{equation}
\frac{E(s)}{E(0)}\to\frac{6}{\sqrt{\pi s}}\,e^{-s/4},\qquad
\frac{A}{4}=\frac{\pi^2}{12}\,\gamma_T .
\label{late}
\end{equation}
Equation \eqref{decay} is an average of exponentials with positive weights and mean rate $3/\pi^2$ in units of $A$. By convexity it lies on or above $e^{-\gamma_Tt}$. For small jumps and a slightly heated Fermi function as the starting point, electron-phonon collisions by themselves therefore reproduce Allen's rate at the start of the decay, but not his exponential. That exponential needs electron-electron collisions fast enough to restore the Fermi shape during the energy transfer. A nonthermal starting distribution, such as that just after optical excitation, generally has a different initial rate.

\section{A free-electron example}

Take one free electron and one ion of mass $M=100$ u per cell, a Fermi energy of 6 eV, and longitudinal phonons $\omega=cq$ up to the Debye wavenumber $q_D$, with $\hbar\Omega_D=20$ meV. The electrons couple to the local dilation with strength $\Lambda=4$ eV. A phonon has displacement amplitude $\sqrt{\hbar/2M\omega}$, so $|M_q|^2=\Lambda^2\hbar q^2/(2M\omega)$. Umklapp processes and transverse coupling are omitted.

For two random points on the Fermi sphere, $q^2=2k_F^2(1-\cos\theta)$ with $\cos\theta$ uniform. Their separation has probability density $q/(2k_F^2)$, and \eqref{a2f} and \eqref{moments} give
\begin{equation}
\lambda\langle\omega^2\rangle=\frac{2N_F}{\hbar}\int_0^{q_D}
\frac{q\,dq}{2k_F^2}\,\frac{\Lambda^2\hbar q^2}{2M}
=\frac{N_F\Lambda^2q_D^4}{8Mk_F^2}.
\label{model}
\end{equation}
The sound speed has cancelled: in this model, softer phonons raise $\lambda$ but leave the heat exchange at high temperature unchanged. Both $|M_q|^2$ and the density of separations are linear in $q$, so $\alpha^2F=\lambda(\Omega/\Omega_D)^2$. Hence $\langle\omega^2\rangle=\Omega_D^2/2$ and $\langle\omega^4\rangle=\Omega_D^4/3$.

With $N_F=0.125$ eV$^{-1}$, $k_F=1.255$ \AA$^{-1}$ and $q_D=1.581$ \AA$^{-1}$, \eqref{model} gives $\hbar^2\lambda\langle\omega^2\rangle=41.47$ meV$^2$. Therefore $\lambda=2(41.47)/20^2=0.207$. At 300 K, $k_BT=25.85$ meV, and \eqref{allen} gives
\begin{equation}
\hbar\gamma_T=\frac{3(41.47)}{\pi(25.85)}\ \text{meV}=1.532\ \text{meV},
\qquad \gamma_T=2.33\ \text{ps}^{-1}.
\end{equation}
The relaxation time is 0.43 ps, provided the electrons stay thermal. For this metal at 300 K that condition is not met: a golden-rule estimate with a statically screened Coulomb interaction gives an electron-electron rate of about 0.35 ps$^{-1}$ at the Fermi level, well below $\gamma_T$. The decay of a small disturbance then lies closer to the collisionless result given below than to Allen's exponential. The exchange constant is $G=4.26\ \mu$eV\,ps$^{-1}$K$^{-1}$ per cell, or $4.56\times10^{16}$ W\,m$^{-3}$K$^{-1}$.

At $T_e=400$ K and $T_L=300$ K, the momentum-space golden-rule sum, the energy moment of the collision integral and \eqref{power} all give $-0.4160$ meV/ps per cell. The linear law gives $-0.4264$, and its first correction changes this to $-0.4158$. For a small difference at 300 K the correction factor is $1-(20/25.85)^2/18=0.967$, in agreement with the full integral. The ratio of full to Allen rate is 0.992 at 600 K, but falls to 0.75 at 100 K and 0.37 at 50 K. Here $\hbar\Omega_D/k_B=232$ K, so the last two temperatures lie outside the high-temperature regime.

For cooling from 600 to 450 K with the lattice at 300 K, $K=2.327\times300=698$ K/ps. Equation \eqref{cooling} gives
\begin{equation}
t=\frac{150+300\ln2}{698}\ \text{ps}=0.513\ \text{ps},
\end{equation}
against 0.523 ps from \eqref{power}. A classical lattice with $C_L=3k_B$ has a heat capacity far above $C_e=0.0213\,k_B$ at 300 K. If phonon-phonon scattering shares the heat among all three branches, its warming raises the rate of the temperature difference by 0.7 per cent, to 2.34 ps$^{-1}$. If only the coupled longitudinal branch warms, $C_L=k_B$ and the rise is about 2 per cent.

Without electron-electron collisions, \eqref{decay} leaves 0.380 of the energy at $\gamma_Tt=1$ and 0.061 at $\gamma_Tt=3$. Allen's exponential leaves 0.368 and 0.050. As a test of the small-jump expansion, the nonlinear Boltzmann equation was also solved for jumps of $0.10\,k_BT$; it gives 0.381 and 0.061. The jumps of the model reach $0.77\,k_BT$ at 300 K, so the small-jump values apply to it only approximately; with its Debye spectrum the linearised collision equation leaves 0.391 and 0.065. In the small-jump limit, the late exponent at 300 K is 1.91 ps$^{-1}$, which is 0.82 of $\gamma_T$. The decay rates in \eqref{decay} form a continuum that reaches down to this exponent, so the approach to it is slow: at $\gamma_Tt=3$, the logarithmic slope of \eqref{decay} still corresponds to a rate of $0.90\,\gamma_T$. If that local rate were inserted in \eqref{allen} as $\gamma_T$, the inferred $\lambda\langle\omega^2\rangle$ would be 10 per cent too small. The numerical output lists the remaining comparisons.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Fermi energy: 6.0 eV
ion mass: 100 u
deformation coupling: 4.0 eV
Debye energy: 20.0 meV
Debye energy / kB: 232.1 K
Fermi wavenumber: 1.2549 1/angstrom
Debye wavenumber: 1.5811 1/angstrom
cell volume: 14.982 angstrom^3
NF per spin and cell: 0.1250 1/eV
lambda: 0.2074 (sampled 0.2074)
hbar^2 lambda<om^2>: 41.470 meV^2
same, sampled: 41.573 meV^2
lambda<om^2>: 95.72 1/ps^2
power at Te=400 K, TL=300 K, in meV/ps per cell:
  momentum sum: -0.41596
  collision integral: -0.41596
  a2F formula: -0.41596
  high-T law: -0.42641
  high-T law with correction: -0.41578
G per cell: 4.264 micro-eV/(ps K)
G per volume: 4.560e+16 W/(m^3 K)
kB T at 300 K: 25.852 meV
Ce per cell at 300 K: 0.02126 kB
Allen rate at 300 K: 2.3273 1/ps
Allen time at 300 K: 0.4297 ps
rate from collision integral: 2.2516 1/ps
correction factor at 300 K: 0.9667
full rate / Allen rate at 600 K: 0.9917
full rate / Allen rate at 300 K: 0.9675
full rate / Allen rate at 100 K: 0.7523
full rate / Allen rate at 50 K: 0.3673
excess-energy rate, 600/300 K: 1.5515 1/ps
same, collision integral: 1.5260 1/ps
cooling 600 to 450 K, law: 0.5127 ps
cooling 600 to 450 K, full Bose: 0.5226 ps
rate with finite lattice: 2.3438 1/ps
energy left without e-e collisions:
  gamma*t, exponential, formula, ladder
  0.5  0.6065  0.6125  0.6128
  1.0  0.3679  0.3803  0.3807
  2.0  0.1353  0.1503  0.1506
  3.0  0.0498  0.0607  0.0608
ladder phonon energy: 0.10 kB T
initial ladder rate / A: 0.30356
3/pi^2: 0.30396
lowest nonzero ladder level / A: 0.25062
late exponent / Allen rate: 0.8225
late exponent at 300 K: 1.9141 1/ps
\end{verbatim}
